**Dielectric mismatch and the optical gap of a spherical nanocrystal**

For a sphere of radius $R$ with $\epsilon=\epsilon_{\rm in}/\epsilon_{\rm out}$, $x=r/R$ and $E_C=e^2/4\pi\varepsilon_0\epsilon_{\rm in}R$, the image interaction is $E_C\sum_l\alpha_l(xx')^lP_l(\cos\gamma)$ with $\alpha_l=K(l+1)/(l+\beta)$, $K=(\epsilon-1)/(\epsilon+1)$ and $\beta=1/(\epsilon+1)$. The monopole $\alpha_0=\epsilon-1$ cancels for a neutral pair, and for hard-wall $1s$ states the first-order shifts are $\Delta E_{\rm QP}=E_C[(\epsilon-1)+KF]$ and $\Delta E_{\rm opt}=E_CKF$, with $F=\sum_{l\ge1}\langle x^{2l}\rangle(l+1)/(l+\beta)$. The program asserts $\alpha_l$ against symbolic boundary matching and a finite-difference Poisson solution, and the sum of squared multipoles against a point-plus-line image quadrature for neutral and charged sets of charges. It asserts the $\pm\tfrac12$ self-energy rule against static COHSEX on a dimerized chain, and the series $F$ against closed forms and quadrature. A 448-function diagonalization of the pair Hamiltonian is asserted to reproduce $KF$ at small $R$, to rise monotonically with $\epsilon$, to stay below $F(0)E_C$ at $\epsilon=1000$, and to give a basis-stable shift that falls relative to first order as $R$ grows. The output gives $F(0)=0.9334$, $F(1)=0.5572$ and, for model parameters $\epsilon_{\rm in}=10$, $R=2$ nm, $m_e=0.15$, $m_h=0.6$, a rise of 0.698 eV in the quasiparticle gap against 0.045 eV in the optical gap when $\epsilon_{\rm out}$ goes from 10 to 1.

## Check in Python

```python
# Dielectric sphere (radius R, eps_in inside, eps_out outside), eps = eps_in/eps_out, x = r/R,
# E_C = e^2/(4 pi eps0 eps_in R), beta = 1/(eps+1), K = (eps-1)/(eps+1).
# Image interaction (unit E_C): G = sum_l alpha_l (x x')^l P_l(cos g), alpha_l = K (l+1)/(l+beta).
# Result under test: in V = G(e,e)/2 + G(h,h)/2 - G(e,h) the monopole alpha_0 = eps-1 cancels;
# for hard-wall 1s states dE_QP = E_C[(eps-1) + K F], dE_opt = E_C K F,
# F(beta) = sum_{l>=1} M_2l (l+1)/(l+beta), M_2l = <x^(2l)>, F(1) < F < F(0) (closed forms).
import numpy as np, sympy as sp, mpmath as mp
from scipy import constants as sc
from scipy.linalg import solve_banded, eigh
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import sici, lpmv, gammaln, spherical_jn, eval_legendre

def alpha(l, eps):
    return (eps - 1.0) * (l + 1.0) / (eps * l + l + 1.0)

# ---- symbolic boundary matching at x = 1 (source harmonic x^-(l+1) of unit strength)
ls, es, xs = sp.symbols('l e x', positive=True)
A, B = sp.symbols('A B')
inside, outside = xs**(-ls - 1) + A * xs**ls, B * xs**(-ls - 1)
sol = sp.solve([(inside - outside).subs(xs, 1),
                (es * sp.diff(inside, xs) - sp.diff(outside, xs)).subs(xs, 1)], [A, B])
assert sp.simplify(sol[A] - (es - 1) / (es + 1) * (ls + 1) / (ls + 1 / (es + 1))) == 0
assert sp.simplify(sp.diff(sol[A], es) - (ls + 1) * (2 * ls + 1) / (es * ls + ls + 1)**2) == 0
assert sp.simplify(sp.limit(sol[A], es, sp.oo) - (ls + 1) / ls) == 0

# ---- finite-difference radial Poisson equation on t = ln x
def poisson(l, eps, h=1e-3, n=14000, isrc=-200, iobs=-500):
    t = np.arange(-n, n + 1) * h
    tm = 0.5 * (t[1:] + t[:-1])
    em = np.where(tm < 0, 1.0, 1.0 / eps)
    k = em * np.exp(tm) / h
    kl, el = np.r_[0.0, k[:-1]], np.r_[0.0, em[:-1]]
    ab = np.zeros((3, 2 * n))
    ab[1] = kl + k + l * (l + 1) * np.exp(t[:-1]) * h * 0.5 * (el + em)
    ab[0, 1:] = -k[:-1]
    ab[2, :-1] = -k[:-1]
    rhs = np.zeros(2 * n)
    rhs[n + isrc] = 2 * l + 1
    return solve_banded((1, 1), ab, rhs)[n + iobs]

fd_err = 0.0
for eps in (10.0, 0.25):
    for l in (0, 1, 2, 5):
        num = (poisson(l, eps) - poisson(l, 1.0)) / np.exp(-0.7 * l)
        fd_err = max(fd_err, abs(num / alpha(l, eps) - 1))
assert fd_err < 1e-4

# ---- point + line image (no Legendre series) against the sum of squared multipoles
def G_image(a, b, eps):
    beta, K = 1 / (eps + 1), (eps - 1) / (eps + 1)
    ab, p2 = float(a @ b), float((a @ a) * (b @ b))
    inv = lambda s: 1 / np.sqrt(1 - 2 * s * ab + s * s * p2)
    line = quad(lambda u: inv(u**(1 / beta)) / beta, 0, 1, epsabs=1e-12, epsrel=1e-12, limit=200)[0]
    return K * (inv(1.0) + (1 - beta) * line)

def energy_image(q, pts, eps):
    return 0.5 * sum(q[i] * q[j] * G_image(pts[i], pts[j], eps)
                     for i in range(len(q)) for j in range(len(q)))

def energy_squares(q, pts, eps):  # multipoles l >= 1 only
    r = np.linalg.norm(pts, axis=1)
    c, ph = pts[:, 2] / r, np.arctan2(pts[:, 1], pts[:, 0])
    tot = 0.0
    for l in range(1, 31):
        for m in range(l + 1):
            nrm = np.exp(0.5 * (gammaln(l - m + 1) - gammaln(l + m + 1)))
            mom = np.sum(q * r**l * nrm * lpmv(m, l, c) * np.exp(1j * m * ph))
            tot += 0.5 * alpha(l, eps) * (2 - (m == 0)) * abs(mom)**2
    return tot

rng = np.random.default_rng(1)
for eps in (10.0, 0.25):
    pts = rng.uniform(-0.34, 0.34, (3, 3))
    q2, q3 = np.array([-1.0, 1.0]), np.array([-1.0, -1.0, 1.0])
    v2 = energy_image(q2, pts[:2], eps)
    assert abs(v2 - energy_squares(q2, pts[:2], eps)) < 1e-8 and v2 * (eps - 1) > 0
    left = energy_image(q3, pts, eps) - energy_squares(q3, pts, eps)
    assert abs(left - (eps - 1) / 2) < 1e-8      # a charged complex keeps its monopole
    dip = np.array([[0, 0, 0.05], [0, 0, -0.05]])
    assert abs(energy_image(q2, dip, eps) / (alpha(1, eps) * 0.1**2 / 2) - 1) < 1e-4

# ---- static COHSEX on a dimerized chain along a diameter: shifts -> +-<G(x,x)>/2
def chain(N, eps):
    hop = np.where(np.arange(N - 1) % 2 == 0, -1.0, -0.5)
    U = np.linalg.eigh(np.diag(hop, 1) + np.diag(hop, -1))[1]
    P = U[:, :N // 2] @ U[:, :N // 2].T
    x = np.linspace(-0.9, 0.9, N)
    t, G = np.outer(x, x), np.zeros((N, N))
    for l in range(200, -1, -1):
        G = G * t + alpha(l, eps)
    Sig = 0.5 * np.diag(np.diag(G)) - P * G
    v, c = U[:, N // 2 - 1], U[:, N // 2]
    return c @ Sig @ c, 0.5 * c**2 @ np.diag(G), v @ Sig @ v, -0.5 * v**2 @ np.diag(G)

c2, c4 = chain(200, 10.0), chain(400, 10.0)
ratio_chain = (c2[0] - c2[1]) / (c4[0] - c4[1])
assert abs(c4[0] - c4[1]) < 0.01 * (c4[1] - 4.5) and abs(c4[2] - c4[3]) < 0.01 * (-c4[3] - 4.5)
assert 3.4 < ratio_chain < 4.6

# ---- moments by high-precision recurrence, series F with asymptotic tail
LM = 400
with mp.workdps(1700):
    k2, C, M = (2 * mp.pi)**2, mp.mpf(0), []
    for l in range(1, LM + 1):
        C = (2 * l - 2 * l * (2 * l - 1) * C) / k2
        M.append(float(mp.mpf(1) / (2 * l + 1) - C))
M = np.array(M)
l1, l2 = np.arange(1, LM + 1.0), np.arange(LM + 1.0, 1e6)
Mtail = 4 * np.pi**2 / ((2 * l2 + 1) * (2 * l2 + 2) * (2 * l2 + 3))
def F(beta):
    return np.sum(M * (l1 + 1) / (l1 + beta)) + np.sum(Mtail * (l2 + 1) / (l2 + beta))
si2, si4, ci4 = sici(2 * np.pi)[0], sici(4 * np.pi)[0], sici(4 * np.pi)[1]
F1 = 0.5 * (np.euler_gamma + np.log(4 * np.pi) - ci4) - 1
F0 = F1 + 2 - 2 * np.log(2) - si4 / (2 * np.pi)
J = 2 - si2 / np.pi + si4 / (2 * np.pi)
assert abs(F(0) - F0) < 1e-8 and abs(F(1) - F1) < 1e-8
assert abs(M[-1] * (2 * LM + 1) * (2 * LM + 2) * (2 * LM + 3) / (4 * np.pi**2) - 1) < 1e-4

# ---- radial grid, spectral cumulative integration, resummed diagonal G(x,x)
N = 200
y, wy = np.polynomial.legendre.leggauss(N)
x, w = 0.5 * (y + 1), 0.5 * wy
V = np.polynomial.legendre.legvander(y, N)
Iint = np.c_[y + 1, V[:, 2:] - V[:, :N - 1]]
Q = 0.5 * Iint @ (V[:, :N] * w[:, None]).T
lp = np.arange(1, 20001.0)
powers = np.exp(np.outer(2 * np.log(x), lp))
def G_diag(eps):
    beta, K, t = 1 / (eps + 1), (eps - 1) / (eps + 1), x * x
    s = -np.log1p(-t) - beta * (powers @ (1 / (lp * (lp + beta))))
    return eps - 1 + K * (t / (1 - t) + (1 - beta) * s)
rho1s = 2 * np.sin(np.pi * x)**2
for l in (1, 2, 3, 10):
    assert abs(w @ (rho1s * x**(2 * l)) - M[l - 1]) < 1e-12
for eps in (10.0, 2.5, 0.25):
    assert abs(w @ (rho1s * G_diag(eps)) - (eps - 1) - (eps - 1) / (eps + 1) * F(1 / (eps + 1))) < 1e-7
p = np.array([0, 0, x[150]])
assert abs(G_diag(10.0)[150] - G_image(p, p, 10.0)) < 1e-7

# ---- pair Hamiltonian, total L = 0
L, n = 6, 8
z, u = np.zeros((L + 1, n)), []
scan = np.arange(1.0, 45.0, 0.1)
for l in range(L + 1):
    f = spherical_jn(l, scan)
    idx = np.where(f[:-1] * f[1:] < 0)[0][:n]
    z[l] = [brentq(lambda s: spherical_jn(l, s), scan[i], scan[i + 1], xtol=1e-14) for i in idx]
    ul = x * spherical_jn(l, np.outer(z[l], x))
    u.append(ul / np.sqrt(ul**2 @ w)[:, None])
D = (L + 1) * n * n
direct, image = np.zeros((D, D)), np.zeros((2 * L + 1, D, D))
fold = lambda a: a.reshape(n, n, n, n).transpose(0, 2, 1, 3).reshape(n * n, n * n)
for l in range(L + 1):
    for m in range(L + 1):
        rho = (u[l][:, None, :] * u[m][None, :, :]).reshape(n * n, N)
        bl = (slice(l * n * n, (l + 1) * n * n), slice(m * n * n, (m + 1) * n * n))
        for k in range(abs(l - m), l + m + 1, 2):
            ang = np.sqrt((2 * l + 1) * (2 * m + 1)) * (
                w @ (eval_legendre(l, y) * eval_legendre(k, y) * eval_legendre(m, y)))
            Rk = (rho * w * x**(-k - 1.0)) @ ((rho * x**k) @ Q.T).T
            direct[bl] += ang * fold(Rk + Rk.T)
            mk = rho @ (w * x**k)
            image[k][bl] = ang * fold(np.outer(mk, mk))
assert abs(direct[0, 0] - J) < 1e-9
assert np.abs(image[0] - np.eye(D)).max() < 1e-9 and np.abs(image[1:, 0, 0]).max() < 1e-12

coul = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9        # eV nm
kin = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18         # eV nm^2
Eg, ein, me, mh = 1.5, 10.0, 0.15, 0.6
il, ie, ih = np.unravel_index(np.arange(D), (L + 1, n, n))
def solve(R, eps, Lc=L, nc=n):
    Ec, g = coul / (ein * R), 0.5 * G_diag(eps)
    img1 = sum(alpha(k, eps) * image[k] for k in range(1, 2 * L + 1))
    H = -Ec * (direct + alpha(0, eps) * image[0] + img1)
    qp = Eg
    for l in range(L + 1):
        S = Ec * (u[l] * w * g) @ u[l].T
        he, hh = (S + np.diag(kin * z[l]**2 / (mm * R * R)) for mm in (me, mh))
        s = slice(l * n * n, (l + 1) * n * n)
        H[s, s] += np.kron(he, np.eye(n)) + np.kron(np.eye(n), hh)
        if l == 0:
            qp += np.linalg.eigvalsh(he)[0] + np.linalg.eigvalsh(hh)[0]
    keep = np.where((il <= Lc) & (ie < nc) & (ih < nc))[0]
    e, vec = eigh(H[np.ix_(keep, keep)], subset_by_index=[0, 0])
    return qp, Eg + e[0], Ec * vec[:, 0] @ img1[np.ix_(keep, keep)] @ vec[:, 0]
KF = lambda eps: (eps - 1) / (eps + 1) * F(1 / (eps + 1))

Rs = 0.02   # formal strong-confinement limit
assert abs((solve(Rs, 10.0)[1] - solve(Rs, 1.0)[1]) / (coul / (ein * Rs)) / KF(10.0) - 1) < 5e-3
R = 2.0
Ec, mu = coul / (ein * R), me * mh / (me + mh)
T0 = kin * np.pi**2 / (mu * R * R)
outs = (40.0, 10.0, 4.0, 2.0, 1.0)
res = {eo: solve(R, ein / eo) for eo in outs}
assert np.all(np.diff([res[eo][1] for eo in outs]) > 0)
big = solve(R, 1000.0)
sat = (big[1] - res[10.0][1]) / Ec
assert (res[1.0][1] - res[10.0][1]) / Ec < sat < F0 and (big[0] - res[10.0][0]) / Ec > 999
corr = {}
for Rr in (2.0, 8.0):
    a, b = solve(Rr, 10.0), solve(Rr, 1.0)
    small = solve(Rr, 10.0, 4, 6)[1] - solve(Rr, 1.0, 4, 6)[1]
    first = KF(10.0) * coul / (ein * Rr)
    corr[Rr] = (a[1] - b[1], small, first, a[2], a[0] - b[0])
    assert abs(small / (a[1] - b[1]) - 1) < 0.03 and a[2] > 0
assert corr[8.0][0] / corr[8.0][2] < corr[2.0][0] / corr[2.0][2] < 1

print(f"inputs: Eg = {Eg} eV, eps_in = {ein}, m_e = {me}, m_h = {mh} (m0), R = {R} nm")
print(f"e^2/(4 pi eps0) = {coul:.5f} eV nm, hbar^2/(2 m0) = {kin:.6f} eV nm^2")
print(f"mu = {mu:.3f} m0, bulk exciton radius = {2 * kin * ein / (coul * mu):.3f} nm")
print(f"E_C = {Ec:.5f} eV, confinement energy = {T0:.4f} eV")
print(f"Si(2pi) = {si2:.6f}, Si(4pi) = {si4:.6f}, Cin(4pi) = {2 * (F1 + 1):.6f}")
print(f"J = {J:.6f}, J E_C = {J * Ec:.4f} eV")
print(f"F(0) = {F0:.6f}, F(1/2) = {F(0.5):.6f}, F(1) = {F1:.6f}, -<ln(1-x^2)> = {F0 - F1:.6f}")
print(f"first-order bound F(0) E_C = {F0 * Ec:.4f} eV")
print(f"surviving fraction at weak mismatch F(1/2)/(2+F(1/2)) = {F(0.5) / (2 + F(0.5)):.4f}")
print(f"finite-difference Poisson, largest relative error of alpha_l = {fd_err:.1e}")
print(f"chain N=400, eps=10 (unit E_C): LUMO {c4[0]:.5f} vs {c4[1]:.5f}; HOMO {c4[2]:.5f} vs {c4[3]:.5f}")
print(f"chain LUMO error: N=200 {c2[0] - c2[1]:.2e}, N=400 {c4[0] - c4[1]:.2e}, ratio {ratio_chain:.2f}")
print(f"series at eps=10 (dimensionless): alpha_0 = {alpha(0, 10.0):.4f}")
for l in range(1, 7):
    part = np.sum(alpha(l1[:l], 10.0) * M[:l])
    print(f"l={l}: alpha={alpha(l, 10.0):.5f} M={M[l - 1]:.6f} term={alpha(l, 10.0) * M[l - 1]:.6f} sum={part:.6f}")
print(f"full sum K F = {KF(10.0):.6f}")
print("first order: eps_out, K, F, monopole eV, dE_opt eV, dE_QP eV, fraction, E_opt eV")
for eo in outs:
    e = ein / eo
    f = F(1 / (e + 1))
    print(f"{eo:4.0f} {(e - 1) / (e + 1):+.4f} {f:.5f} {(e - 1) * Ec:+.4f} {KF(e) * Ec:+.4f} "
          f"{(e - 1 + KF(e)) * Ec:+.4f} {f / (e + 1 + f):.4f} {Eg + T0 + (KF(e) - J) * Ec:.4f}")
print(f"diagonalized (l<={L}, n<={n}, dim {D}): eps_out, E_QP, E_opt, E_b, dE_QP, dE_opt (eV)")
for eo in outs:
    qp, op, _ = res[eo]
    print(f"{eo:4.0f} {qp:.4f} {op:.4f} {qp - op:.4f} {qp - res[10.0][0]:+.4f} {op - res[10.0][1]:+.4f}")
print(f"formal eps=1000: dE_opt = {sat:.4f} E_C, dE_QP = {(big[0] - res[10.0][0]) / Ec:.2f} E_C")
for Rr in (2.0, 8.0):
    s, sm, fi, im, dq = corr[Rr]
    print(f"R={Rr} nm, eps_out 10->1: dE_opt {1e3 * s:.2f} meV (l<=4,n<=6: {1e3 * sm:.2f} meV)")
    print(f"  first order {1e3 * fi:.2f} meV, ratio {s / fi:.3f}, dE_QP {1e3 * dq:.1f} meV")
    print(f"  <G_l>=1(e,h)> E_C = {1e3 * im:.2f} meV")
nm = lambda E: sc.h * sc.c / (E * sc.e) * 1e9
print(f"optical wavelength: eps_out=10 {nm(res[10.0][1]):.1f} nm, eps_out=1 {nm(res[1.0][1]):.1f} nm")
print("all tests passed")
```

Printed output:

```
inputs: Eg = 1.5 eV, eps_in = 10.0, m_e = 0.15, m_h = 0.6 (m0), R = 2.0 nm
e^2/(4 pi eps0) = 1.43996 eV nm, hbar^2/(2 m0) = 0.038100 eV nm^2
mu = 0.120 m0, bulk exciton radius = 4.410 nm
E_C = 0.07200 eV, confinement energy = 0.7834 eV
Si(2pi) = 1.418152, Si(4pi) = 1.492161, Cin(4pi) = 3.114357
J = 1.786073, J E_C = 0.1286 eV
F(0) = 0.933399, F(1/2) = 0.690339, F(1) = 0.557178, -<ln(1-x^2)> = 0.376221
first-order bound F(0) E_C = 0.0672 eV
surviving fraction at weak mismatch F(1/2)/(2+F(1/2)) = 0.2566
finite-difference Poisson, largest relative error of alpha_l = 9.5e-07
chain N=400, eps=10 (unit E_C): LUMO 4.60798 vs 4.60811; HOMO -4.60798 vs -4.60811
chain LUMO error: N=200 -5.33e-04, N=400 -1.29e-04, ratio 4.13
series at eps=10 (dimensionless): alpha_0 = 9.0000
l=1: alpha=1.50000 M=0.282673 term=0.424009 sum=0.424009
l=2: alpha=1.17391 M=0.114078 term=0.133917 sum=0.557927
l=3: alpha=1.05882 M=0.056168 term=0.059472 sum=0.617399
l=4: alpha=1.00000 M=0.031436 term=0.031436 sum=0.648835
l=5: alpha=0.96429 M=0.019243 term=0.018555 sum=0.667391
l=6: alpha=0.94030 M=0.012583 term=0.011832 sum=0.679223
full sum K F = 0.715698
first order: eps_out, K, F, monopole eV, dE_opt eV, dE_QP eV, fraction, E_opt eV
  40 -0.6000 0.60277 -0.0540 -0.0260 -0.0800 0.3253 2.1288
  10 +0.0000 0.69034 +0.0000 +0.0000 +0.0000 0.2566 2.1548
   4 +0.4286 0.77410 +0.1080 +0.0239 +0.1319 0.1811 2.1787
   2 +0.6667 0.83209 +0.2880 +0.0399 +0.3279 0.1218 2.1947
   1 +0.8182 0.87474 +0.6480 +0.0515 +0.6995 0.0737 2.2063
diagonalized (l<=6, n<=8, dim 448): eps_out, E_QP, E_opt, E_b, dE_QP, dE_opt (eV)
  40 2.2028 2.1253 0.0776 -0.0806 -0.0241
  10 2.2834 2.1493 0.1340 +0.0000 +0.0000
   4 2.4149 2.1705 0.2444 +0.1315 +0.0212
   2 2.6103 2.1844 0.4260 +0.3269 +0.0350
   1 2.9813 2.1942 0.7871 +0.6979 +0.0448
formal eps=1000: dE_opt = 0.8019 E_C, dE_QP = 999.90 E_C
R=2.0 nm, eps_out 10->1: dE_opt 44.84 meV (l<=4,n<=6: 44.85 meV)
  first order 51.53 meV, ratio 0.870, dE_QP 697.9 meV
  <G_l>=1(e,h)> E_C = 2.65 meV
R=8.0 nm, eps_out 10->1: dE_opt 7.20 meV (l<=4,n<=6: 7.22 meV)
  first order 12.88 meV, ratio 0.559, dE_QP 173.5 meV
  <G_l>=1(e,h)> E_C = 2.27 meV
optical wavelength: eps_out=10 576.8 nm, eps_out=1 565.1 nm
all tests passed
```
